\section*{Slater's Half-Occupation Rule from Janak's Theorem, and Its Leading Error}

\section*{The problem}

An ionisation energy is a difference of two total energies. In Kohn--Sham theory with an approximate functional, the eigenvalue of the occupied orbital is often a poor substitute for it. This problem asks which single eigenvalue does better, and how large the remaining error is.

One spin orbital $\varphi$ of an atom, molecule or cluster carries an occupation $f$ with $0\le f\le 1$. All other occupations are fixed. Let $E(f)$ be the self-consistent total energy, $\varepsilon(f)$ the eigenvalue of $\varphi$, and
\begin{equation}
I=E(0)-E(1)
\end{equation}
the ionisation energy \emph{of the chosen functional}. Primes denote derivatives with respect to $f$. The algebra uses Hartree atomic units and the numbers are in eV and \AA. The nuclei are fixed, the same state is followed from $f=1$ to $f=0$ without level crossing, and the functional depends smoothly on the density wherever the density is positive.

The energy is
\begin{equation}
E=\sum_i f_i\langle\varphi_i|{-\tfrac12\nabla^2}+v|\varphi_i\rangle+E_{\rm H}[n]+E_{\rm xc}[n_\uparrow,n_\downarrow],
\label{eq:E}
\end{equation}
where $v$ is the nuclear potential, $n_\sigma=\sum_{i\in\sigma}f_i|\varphi_i|^2$, $n=n_\uparrow+n_\downarrow$, and $E_{\rm H}=\frac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r\,d\mathbf r'$.

\section*{(a) The slope of the energy}

\emph{Show that $dE/df=\varepsilon(f)$, although every orbital changes with $f$.}

\paragraph{Solution.} First find the orbital equations. Varying $\varphi_i^*$ in (\ref{eq:E}) gives
\begin{equation}
\frac{\delta E}{\delta\varphi_i^*}=f_iF\varphi_i,\qquad
F=-\tfrac12\nabla^2+v+v_{\rm H}+v_{{\rm xc},\sigma},
\end{equation}
with $v_{\rm H}=\delta E_{\rm H}/\delta n$ and $v_{{\rm xc},\sigma}=\delta E_{\rm xc}/\delta n_\sigma$. Orthonormality is imposed with a Hermitian matrix of multipliers $\lambda_{ji}$, so that $f_iF\varphi_i=\sum_j\lambda_{ji}\varphi_j$. Projection on $\varphi_j$ gives $\lambda_{ji}=f_iF_{ji}$. Since $\lambda_{ji}=\lambda_{ij}^*$ and $F$ is Hermitian,
\begin{equation}
(f_i-f_j)F_{ji}=0 .
\end{equation}
Orbitals with different occupations are therefore not coupled by $F$. Orbitals of equal occupation may be rotated among themselves without changing the density, and the rotation is chosen to make $F$ diagonal. Hence $F\varphi_i=\varepsilon_i\varphi_i$ also for fractional occupations.

Now differentiate $E$ with respect to $f$. There is an explicit part, with orbitals held fixed, and a part from their response:
\begin{equation}
\frac{dE}{df}=\langle\varphi|F|\varphi\rangle
+\sum_i f_i\left[\Big\langle\frac{d\varphi_i}{df}\Big|F\Big|\varphi_i\Big\rangle+\Big\langle\varphi_i\Big|F\Big|\frac{d\varphi_i}{df}\Big\rangle\right].
\end{equation}
The explicit part contains $F$ because changing $f$ at fixed orbitals changes the density by $|\varphi|^2df$, which brings in $v_{\rm H}+v_{{\rm xc},\sigma}$. In the response part, $F\varphi_i=\varepsilon_i\varphi_i$ turns each bracket into $\varepsilon_i\,d\langle\varphi_i|\varphi_i\rangle/df$, which vanishes because the norm stays one. What remains is Janak's theorem,
\begin{equation}
\frac{dE}{df}=\varepsilon(f).
\label{eq:janak}
\end{equation}
The response drops out of the first derivative. It does not drop out of the higher ones, since $\varepsilon(f)$ itself depends on the relaxed orbitals.

\section*{(b) One eigenvalue for a whole electron}

\emph{Express $I$ through $\varepsilon(f)$. Find the occupation at which one eigenvalue gives $I$ without an error of first order in the slope of $\varepsilon$, and find the first two terms of the remaining error. Compare with the eigenvalue at $f=1$.}

\paragraph{Solution.} Integrating (\ref{eq:janak}) from 0 to 1 gives $E(1)-E(0)$, so
\begin{equation}
I=-\int_0^1\varepsilon(f)\,df .
\label{eq:int}
\end{equation}
Expanding about a point $f_0$, the term linear in the slope is $\varepsilon'(f_0)\int_0^1(f-f_0)\,df=\varepsilon'(f_0)(\tfrac12-f_0)$. It vanishes for $f_0=\frac12$. Put $f=\frac12+x$, with derivatives taken at $\frac12$:
\begin{equation}
\varepsilon(\tfrac12+x)=\varepsilon+\varepsilon'x+\frac{\varepsilon''}{2}x^2+\frac{\varepsilon'''}{6}x^3+\frac{\varepsilon''''}{24}x^4+\cdots
\end{equation}
Odd powers integrate to zero between $-\frac12$ and $\frac12$. The even ones give
\begin{equation}
\int_{-1/2}^{1/2}\frac{x^2}{2}dx=\frac12\cdot\frac23\cdot\frac18=\frac1{24},\qquad
\int_{-1/2}^{1/2}\frac{x^4}{24}dx=\frac1{24}\cdot\frac25\cdot\frac1{32}=\frac1{1920}.
\end{equation}
Because $\varepsilon=E'$, we have $\varepsilon''=E'''$ and $\varepsilon''''=E^{(5)}$. Therefore
\begin{equation}
I=-\varepsilon(\tfrac12)-\frac{E'''(\frac12)}{24}-\frac{E^{(5)}(\frac12)}{1920}-\cdots
\end{equation}
Slater's rule is $I\approx-\varepsilon(\frac12)$, and its error, estimate minus true value, is
\begin{equation}
\Delta\equiv-\varepsilon(\tfrac12)-I=\frac{E'''(\frac12)}{24}+\frac{E^{(5)}(\frac12)}{1920}+\cdots
\label{eq:err}
\end{equation}
To leading order the rule overestimates $I$ when $E'''$ is positive.

For the fully occupied orbital, $\varepsilon(1)=\varepsilon+\frac12E''+\frac18E'''+\cdots$, so
\begin{equation}
-\varepsilon(1)-I=-\frac{E''}{2}-\frac{E'''}{8}+\frac{E'''}{24}+\cdots=-\frac{E''}{2}-\frac{E'''}{12}+\cdots
\label{eq:full}
\end{equation}
This error begins with the second derivative, which half occupation removes.

Two limits follow. If $E(f)$ is quadratic, $\varepsilon$ is linear and Slater's rule has no error. If $E(f)$ is a straight line, as for the exact ensemble functional between integers when the atom and the ion are both in their ground states, $\varepsilon=-I$ throughout the open interval and half occupation has nothing to correct.

\section*{(c) In what sense is the term leading?}

\emph{The step from $f=1$ to $f=0$ is not small. Devise a limit in which the coefficient of $E'''$ can be isolated, and apply it to the 2s electron of lithium.}

\paragraph{Solution.} Remove only a charge $\delta$, symmetrically about $f=\frac12$. The integral in (b) now runs from $-\delta/2$ to $\delta/2$, so the $x^2$ term scales as $\delta^3$ and the $x^4$ term as $\delta^5$:
\begin{equation}
E(\tfrac12-\tfrac\delta2)-E(\tfrac12+\tfrac\delta2)=-\delta\,\varepsilon(\tfrac12)-\frac{\delta^3}{24}E'''-\frac{\delta^5}{1920}E^{(5)}-\cdots
\end{equation}
Define $A(\delta)$ as $24/\delta^3$ times the error of the estimate $-\delta\varepsilon(\frac12)$. Since $24/1920=1/80$,
\begin{equation}
A(\delta)=E'''+\frac{\delta^2}{80}E^{(5)}+\cdots
\end{equation}
If the coefficient $1/24$ is right, $A$ tends to $E'''$.

The free lithium atom was solved in the local spin-density approximation (LSDA) with Perdew--Wang correlation, in a basis of 14 s-type Gaussians. Total energies give $A=1.4988$, $1.4667$ and $1.4480$ eV for $\delta=0.3$, $0.2$ and $0.1$. The combination $[4A(0.1)-A(0.2)]/3$ cancels the $\delta^2$ term:
\begin{equation}
\frac{4(1.4480)-1.4667}{3}=1.4418\ {\rm eV}.
\end{equation}
The second difference of the eigenvalues about $f=\frac12$ gives $E'''=1.4419$ eV. The two routes agree, one using total energies and the other the curvature of $\varepsilon$. ``Leading'' thus refers to the order in $\delta$. At $\delta=1$ the later terms need not be small.

\section*{(d) The error without a series}

\emph{Find an expression for $\Delta$ that holds for the whole electron, and examine what happens if $E'''$ diverges at $f=0$.}

\paragraph{Solution.} Integrate by parts twice on each half of the interval, using $f$ as the first antiderivative on the left and $f-1$ on the right, so that the outer boundary terms vanish. On the left,
\begin{align}
\int_0^{1/2}\varepsilon\,df&=\tfrac12\varepsilon(\tfrac12)-\int_0^{1/2}f\varepsilon'\,df\nonumber\\
&=\tfrac12\varepsilon(\tfrac12)-\tfrac18\varepsilon'(\tfrac12)+\int_0^{1/2}\frac{f^2}{2}\varepsilon''\,df .
\end{align}
On the right,
\begin{align}
\int_{1/2}^1\varepsilon\,df&=\tfrac12\varepsilon(\tfrac12)-\int_{1/2}^1(f-1)\varepsilon'\,df\nonumber\\
&=\tfrac12\varepsilon(\tfrac12)+\tfrac18\varepsilon'(\tfrac12)+\int_{1/2}^1\frac{(1-f)^2}{2}\varepsilon''\,df .
\end{align}
The slopes cancel in the sum. With (\ref{eq:int}),
\begin{equation}
\Delta=\int_0^1K(f)E'''(f)\,df,\qquad
K=\begin{cases}f^2/2,&f<\frac12\\(1-f)^2/2,&f>\frac12.\end{cases}
\label{eq:kernel}
\end{equation}
The conditions are that $f\varepsilon$ and $f^2\varepsilon'$ vanish at $f=0$, that $\varepsilon$ and $\varepsilon'$ are finite at $f=1$, and that $KE'''$ is integrable. The kernel is non-negative and its area is $2\times\frac1{48}=\frac1{24}$. So $\Delta$ is one twenty-fourth of a weighted mean of $E'''$. If $E'''$ is continuous inside the interval, that mean equals $E'''(\xi)$ at some interior $\xi$.

A divergence at $f=0$ does occur in LSDA. Take an orbital that is alone in its spin channel, and freeze its shape. Then $n_\sigma=f|\varphi|^2$ and the exchange energy is
\begin{equation}
E_{\rm x}=-\frac34\Big(\frac6\pi\Big)^{1/3}\!\int n_\sigma^{4/3}d\mathbf r=-Cf^{4/3},\qquad C>0 .
\end{equation}
Its third derivative is $\frac8{27}Cf^{-5/3}$, which diverges. Multiplied by $f^2/2$ it behaves as $f^{1/3}$, so (\ref{eq:kernel}) still holds.

This model also shows how much of the error the first term can miss. Its eigenvalue part is $-\frac43Cf^{1/3}$, with integral $-C$ and midpoint value $-1.0583\,C$. The error is therefore
\begin{equation}
\Delta=-C+1.0583\,C=0.0583\,C,
\end{equation}
while
\begin{equation}
\frac{E'''(\frac12)}{24}=\frac{1}{24}\cdot\frac{8}{27}\cdot2^{5/3}C=0.0392\,C .
\end{equation}
The leading term supplies 67\% of the error. The rest comes from the growth of $E'''$ towards $f=0$, which a value taken at the midpoint does not see.

\section*{(e) Where the third derivative comes from}

\emph{Separate $E'''$ into a part present with frozen orbitals and a part due to relaxation.}

\paragraph{Solution.} Fix all orbitals at their shapes for $f=\frac12$. The density is then linear in $f$. In (\ref{eq:E}) the one-electron energy is linear in $f$ and the Hartree energy, bilinear in $n$, is quadratic. Neither has a third derivative, so
\begin{equation}
E'''_{\rm frozen}=\frac{\partial^3E_{\rm xc}}{\partial f^3}\bigg|_{\rm frozen},\qquad
E'''_{\rm relax}=E'''-E'''_{\rm frozen}.
\end{equation}
For Li 2s the computed parts are $2.681$ and $-1.239$ eV, with sum $1.442$ eV. For removal of the minority-spin 1s electron they are $14.521$ and $-5.779$ eV, with sum $8.742$ eV; at the basis limit the relaxation part and the sum move by about $-0.01$ eV, to $-5.79$ and $8.73$ eV. In both cases relaxation opposes the exchange-correlation part and cancels about 40 to 46\% of it. These signs are results for this atom and functional; the derivation does not fix them.

The relaxation is visible in the mean radius of the active orbital. Between $f=1$ and $f=\frac12$ it shrinks from 2.023 to 1.855 \AA\ for 2s, by 8\%, and from 0.311 to 0.298 \AA\ for 1s, by 4\%.

\section*{(f) Lithium: valence and core}

\emph{Evaluate the rule and its error for both electrons, and set the error beside those of the functional and of the free-atom picture.}

\paragraph{Solution.} Removing 2s leaves the closed-shell ion. Removing the minority-spin 1s electron leaves two parallel spins, the 1s2s triplet. Each final state is the lowest of its spin. The LSDA values are:
\begin{center}
\begin{tabular}{lrr}
 & 2s (eV) & 1s (eV)\\
$I=E(0)-E(1)$ & 5.472 & 63.367\\
$-\varepsilon(1)$ & 3.165 & 50.798\\
$-\varepsilon(\frac12)$ & 5.584 & 63.946\\
$E''(\frac12)$ & 4.753 & 25.472\\
$E'''(\frac12)/24$ & 0.060 & 0.364\\
$E^{(5)}(\frac12)/1920$ & 0.025 & 0.094
\end{tabular}
\end{center}

For 2s, the full-occupation eigenvalue is too small by $5.472-3.165=2.307$ eV, or 42\% of $I$. Half occupation is too large by
\begin{equation}
\Delta_{2s}=5.584-5.472=0.112\ {\rm eV},
\end{equation}
or 2\% of $I$. For 1s the errors are $-12.569$ eV and
\begin{equation}
\Delta_{1s}=63.946-63.367=0.579\ {\rm eV},
\end{equation}
which are 20\% and 0.9\% of $I$ in size.

The first term of (\ref{eq:full}) predicts full-occupation errors of $-4.753/2=-2.376$ eV and $-25.472/2=-12.736$ eV, within 3\% of the computed ones. In both cases this closeness involves cancellation: the next term, $-E'''/12$, is $-0.120$ eV for 2s and $-0.728$ eV for 1s. It worsens the agreement, and still higher terms must restore it.

For half occupation, the leading term has the right sign and order of magnitude, but supplies only part of the error: $0.060/0.112=54\%$ for 2s and $0.364/0.579=63\%$ for 1s. With the next term the sums are 0.085 and 0.458 eV, or 77\% and 79\%. The whole-electron formula (\ref{eq:kernel}), evaluated from eigenvalues at sixteen occupations, returns 0.1116 and 0.5787 eV, the full errors to the digits printed. The weighted means of $E'''$ are 2.677 and 13.889 eV, against midpoint values of 1.442 and 8.742 eV. So $E'''$ must be well above its midpoint value somewhere in the interval. It is so at small $f$. For 1s, $E'''$ is about 160 eV at $f=0.1$ and grows roughly as $f^{-1.8}$ down to $f=0.01$, close to the $f^{-5/3}$ of (d). The agreement is in shape only: the frozen exchange model gives 18.5 eV at the midpoint, twice the self-consistent value. For 2s, which shares its spin channel with a 1s electron, that model does not apply directly, but $E'''$ still rises from 36 eV at $f=0.1$ to about 1200 eV at $f=0.01$, roughly as $f^{-1.5}$. Near $f=1$, $E'''$ is negative for both electrons.

These errors are measured against LSDA's own energy difference. A correlated wavefunction calculation gives 5.387 eV for 2s and 64.358 eV for 1s. It treats the neutral atom by coupled cluster with single and double excitations and diagonalises the two-electron ion completely, in a finite basis with s, p and d functions. It omits connected triple excitations, functions of higher angular momentum and relativity, so it is a reference level and not the exact answer. A larger basis that includes f functions raises the two values by about 0.002 and 0.03 eV. An explicitly correlated treatment of the ion puts the singlet--triplet gap at 59.027 eV, against 58.971 eV here, so the 1s reference lies about 0.06 eV below its nonrelativistic limit and the two 1s discrepancies below are too small in size by that amount. Relative to the finite-basis reference, LSDA total energies err by $+0.085$ and $-0.991$ eV. For 2s the half-occupation error adds to the functional's error, giving $5.584-5.387=0.197$ eV. For 1s it partly cancels it, giving $63.946-64.358=-0.412$ eV. The smaller 1s discrepancy is a cancellation of two errors of opposite sign and no merit of the rule. The one-electron part of scalar relativity shifts $I$ by 0.0004 and 0.0016 eV. Two-electron relativistic terms are not included in these values; their contact part lowers the 1s value by about 0.002 eV. At the basis limit the LSDA ionisation energies and eigenvalues move by up to about 0.002 eV, and $E'''(\frac12)$ for 1s by about 0.01 eV. All these shifts are negligible here.

The free-atom assumption matters far more in a real material. The measured ionisation energy of a lithium atom is roughly 5.4 eV, close to the values above, but removing an electron from lithium metal costs roughly 3 eV. That shift of more than 2 eV dwarfs the 0.11 eV error of the rule. There is also a reason why the rule loses its use for band states, such as those at the band edges of a semiconductor. For an orbital spread over a volume $V$, $|\varphi|^2\sim1/V$. At frozen orbitals the Hartree part of $E''$, the repulsion of $|\varphi|^2$ with itself, scales as $V^{-1/3}$, and the LSDA exchange-correlation part, an integral of $|\varphi|^4$ over the crystal at finite background density, as $1/V$. Both vanish for a large crystal. If the state stays extended and the other electrons respond linearly and stably, relaxation only screens this vanishing change of potential, and $\varepsilon(\frac12)$ and $\varepsilon(1)$ coincide in the limit of a large crystal. Half-occupying an extended state then leaves the band-gap error of the functional in place. A half-occupation correction for a solid needs a further assumption, namely that the missing charge is localised.

The complete set of values is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Li atom, LSDA total energy: -199.8146 eV
Difference from second code: 2.8e-12 eV
--- Li 2s removal ---
I from total energies: 5.4723 eV
-eps at f=1: 3.1646 eV
-eps at f=1/2: 5.5838 eV
Half-occupation error, -eps(1/2)-I: 0.1116 eV
Full-occupation error, -eps(1)-I: -2.3076 eV
E'' at 1/2: 4.7526 eV
E''' at 1/2: 1.4419 eV
E'''/24: 0.0601 eV
E5/1920: 0.0254 eV
Slope dE/df minus eps at 1/2: 3.8e-07 eV
I from integral of -eps: 5.4723 eV
Kernel integral of E''': 0.1116 eV
Kernel-weighted mean of E''': 2.6774 eV
24*error/width^3, width 0.1: 1.4480 eV
24*error/width^3, width 0.2: 1.4667 eV
24*error/width^3, width 0.3: 1.4988 eV
Same, extrapolated to width 0: 1.4418 eV
E''' with frozen orbitals: 2.6806 eV
E''' from relaxation: -1.2387 eV
Mean radius, f=1 and f=1/2: 2.0230, 1.8546 angstrom
Change of I in second basis: 6.9e-05 eV
--- Li 1s removal ---
I from total energies: 63.3673 eV
-eps at f=1: 50.7983 eV
-eps at f=1/2: 63.9460 eV
Half-occupation error, -eps(1/2)-I: 0.5787 eV
Full-occupation error, -eps(1)-I: -12.5690 eV
E'' at 1/2: 25.4724 eV
E''' at 1/2: 8.7418 eV
E'''/24: 0.3642 eV
E5/1920: 0.0936 eV
Slope dE/df minus eps at 1/2: 1.1e-06 eV
I from integral of -eps: 63.3673 eV
Kernel integral of E''': 0.5787 eV
Kernel-weighted mean of E''': 13.8893 eV
24*error/width^3, width 0.1: 8.7643 eV
24*error/width^3, width 0.2: 8.8329 eV
24*error/width^3, width 0.3: 8.9501 eV
Same, extrapolated to width 0: 8.7415 eV
E''' with frozen orbitals: 14.5210 eV
E''' from relaxation: -5.7792 eV
Mean radius, f=1 and f=1/2: 0.3113, 0.2982 angstrom
Change of I in second basis: 6.8e-04 eV
--- effects left out ---
2s: I, correlated wavefunction: 5.387 eV
2s: LSDA I minus that: 0.085 eV
2s: scalar-relativistic shift of I: 0.00037 eV
1s: I, correlated wavefunction: 64.358 eV
1s: LSDA I minus that: -0.991 eV
1s: scalar-relativistic shift of I: 0.00156 eV
\end{verbatim}
